# Force Constant of a One-Dimensional Ultrasoft Diatomic by Linear Response: a program that tests the result

```python
# Result under test: for a 1D diatomic ultrasoft model the force constants
# C[I,J] = d2E/dR_I dR_J from linear response equal the derivative of the force.
# Model (atomic units): H psi = e S psi, S = 1 + sum_I q_I |beta_I><beta_I|,
# density n = 2 sum_i (psi_i^2 + sum_I Q_I <beta_I|psi_i>^2), integral Q_I = q_I,
# Gaussian wells v_I, bare projector strengths D0_I, Gaussian repulsion K.
# Orbitals are vectors c = sqrt(h) psi(x_k) on a sinc grid of spacing h.
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

h = 0.2
x = h * np.arange(-60, 61)
N = len(x)
NOCC = 2
depth = np.array([3.0, 2.5])
q = np.array([0.4, 0.3])
D0 = np.array([0.3, 0.2])
well_width, beta_width, aug_width = 1.0, 0.6, 0.5
rep_strength, rep_width = 0.3, 1.0
bond, rho = 2.5, 0.3
masses_u = np.array([10.0, 20.0])
R0 = np.array([-bond / 2, bond / 2])

idx = np.arange(N)
diff = idx[:, None] - idx[None, :]
safe = np.where(diff == 0, 1, diff)
T = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
T = T * np.where(diff % 2 == 0, 1.0, -1.0) / (2 * h**2)
K = rep_strength * np.exp(-(x[:, None] - x[None, :])**2 / (2 * rep_width**2))


def gauss(amplitude, width, center, order):
    """Gaussian, or its first or second derivative with respect to its center."""
    u = x - center
    factor = (1.0, u / width**2, u**2 / width**4 - 1 / width**2)[order]
    return amplitude * factor * np.exp(-u**2 / (2 * width**2))


def shapes(R, order):
    """Wells, projector vectors and augmentation charges, one row per atom."""
    v = np.array([gauss(-depth[a], well_width, R[a], order) for a in (0, 1)])
    norm = (np.pi * beta_width**2)**-0.25
    b = np.array([np.sqrt(h) * gauss(norm, beta_width, R[a], order)
                  for a in (0, 1)])
    Q = np.array([gauss(q[a] / (np.sqrt(2 * np.pi) * aug_width), aug_width,
                        R[a], order) for a in (0, 1)])
    return v, b, Q


def solve_scf(R, start=None):
    """Self-consistent state, electronic energy and analytic energy gradient."""
    v, b, Q = shapes(R, 0)
    v1, b1, Q1 = shapes(R, 1)
    vion = v.sum(axis=0)
    S = np.eye(N) + (b.T * q) @ b
    n = np.zeros(N) if start is None else start.copy()
    converged = False
    for _ in range(400):
        V = vion + h * K @ n
        D = D0 + h * Q @ V
        H = T + np.diag(V) + (b.T * D) @ b
        e, c = eigh(H, S)
        occ = c[:, :NOCC]
        p = b @ occ
        n_new = 2 * (occ**2).sum(axis=1) / h + 2 * Q.T @ (p**2).sum(axis=1)
        if np.max(np.abs(n_new - n)) < 1e-11:
            converged = True
            break
        n = n + 0.6 * (n_new - n)
    assert converged
    n = n_new
    V = vion + h * K @ n
    energy = 2 * np.sum(occ * (T @ occ)) + 2 * np.sum(D0[:, None] * p**2)
    energy += h * vion @ n + 0.5 * h**2 * n @ K @ n
    p1 = b1 @ occ
    # density change when projector and augmentation charge move, orbitals fixed
    n1 = 2 * (Q1 * (p**2).sum(axis=1)[:, None]
              + 2 * Q * (p * p1).sum(axis=1)[:, None])
    weight = D0[:, None] - q[:, None] * e[None, :NOCC]
    grad = h * v1 @ n + h * n1 @ V + 4 * (weight * p * p1).sum(axis=1)
    return dict(E=energy, grad=grad, n=n, V=V, e=e, c=c, H=H, S=S, n1=n1)


ref = solve_scf(R0)
e, c, n, V, H, S, n1 = (ref[k] for k in ("e", "c", "n", "V", "H", "S", "n1"))
occ, eo = c[:, :NOCC], e[:NOCC]
gap = e[NOCC] - e[NOCC - 1]
assert gap > 0.05 and e[NOCC - 1] < 0
assert abs(h * n.sum() - 4) < 1e-9

# ---------------- linear response ----------------
v, b, Q = shapes(R0, 0)
v1, b1, Q1 = shapes(R0, 1)
v2, b2, Q2 = shapes(R0, 2)
D = D0 + h * Q @ V
p, p1, p2 = b @ occ, b1 @ occ, b2 @ occ


def dress(potential):
    """Operator of a local potential including the augmentation charges."""
    return np.diag(potential) + (b.T * (h * Q @ potential)) @ b


def pair_density(u, w):
    return u * w / h + Q.T @ ((b @ u) * (b @ w))


A, B = [], []
for a in (0, 1):
    sym = np.outer(b1[a], b[a]) + np.outer(b[a], b1[a])
    B.append(q[a] * sym)
    A.append(dress(v1[a]) + h * (Q1[a] @ V) * np.outer(b[a], b[a]) + D[a] * sym)
Ao = [occ.T @ M @ occ for M in A]
Bo = [occ.T @ M @ occ for M in B]
moving = []   # density change from moving charges and restored orthonormality
for a in (0, 1):
    m = n1[a].copy()
    for i in range(NOCC):
        for j in range(NOCC):
            m -= 2 * Bo[a][i, j] * pair_density(occ[:, j], occ[:, i])
    moving.append(m)

Socc = S @ occ
alpha = 5.0
inverse = [np.linalg.inv(H - eo[i] * S + alpha * Socc @ Socc.T)
           for i in range(NOCC)]


def respond(J):
    """Empty-space first-order orbitals, induced density and potential."""
    dV = np.zeros(N)
    for _ in range(400):
        dH = A[J] + dress(dV)
        phi = np.zeros((N, NOCC))
        dn = moving[J].copy()
        for i in range(NOCC):
            rhs = -(dH - eo[i] * B[J]) @ occ[:, i]
            rhs = rhs - Socc @ (occ.T @ rhs)
            phi[:, i] = inverse[i] @ rhs
            dn += 4 * pair_density(occ[:, i], phi[:, i])
        new = h * K @ dn
        if np.max(np.abs(new - dV)) < 1e-11:
            return phi, dn, new, dH
        dV = dV + 0.6 * (new - dV)
    raise AssertionError("response not converged")


response = [respond(J) for J in (0, 1)]
parts = np.zeros((4, 2, 2))
for I in (0, 1):
    for J in (0, 1):
        phi, dn, dV, dH = response[J]
        explicit = h * v1[I] @ n1[J] + h * v1[J] @ n1[I]
        if I == J:
            curv = p1[I]**2 + p[I] * p2[I]
            n2 = 2 * (Q2[I] * np.sum(p[I]**2) + 4 * Q1[I] * np.sum(p[I] * p1[I])
                      + 2 * Q[I] * np.sum(curv))
            explicit += h * v2[I] @ n + h * V @ n2
            explicit += 4 * np.sum((D0[I] - eo * q[I]) * curv)
        empty = 4 * sum(phi[:, i] @ (A[I] - eo[i] * B[I]) @ occ[:, i]
                        for i in range(NOCC))
        induced = h * dV @ moving[I]
        esum = eo[:, None] + eo[None, :]
        block = -2 * np.sum(Bo[J] * Ao[I] + Bo[I] * Ao[J] - esum * Bo[I] * Bo[J])
        parts[:, I, J] = explicit, empty, induced, block
C = parts.sum(axis=0)

# ---------------- finite differences of self-consistent runs ----------------
step = 0.01
runs = {}
for J in (0, 1):
    for m in (-2, -1, 1, 2):
        R = R0.copy()
        R[J] += m * step
        runs[J, m] = solve_scf(R, n)


def four_point(J, get):
    f = {m: get(runs[J, m]) for m in (-2, -1, 1, 2)}
    return (8 * (f[1] - f[-1]) - (f[2] - f[-2])) / (12 * step)


grad_fd = np.array([four_point(J, lambda r: r["E"]) for J in (0, 1)])
C_fd = np.array([four_point(J, lambda r: r["grad"]) for J in (0, 1)]).T
assert np.max(np.abs(grad_fd - ref["grad"])) < 1e-7
assert np.max(np.abs(C_fd - C)) < 5e-7
two = {m: (runs[0, m]["grad"][0] - runs[0, -m]["grad"][0]) / (2 * m * step)
       for m in (1, 2)}
error_ratio = (two[2] - C[0, 0]) / (two[1] - C[0, 0])
assert 3.8 < error_ratio < 4.2

density_error = 0.0
for J in (0, 1):
    phi, dn, dV, dH = response[J]
    dn_fd = four_point(J, lambda r: r["n"])
    density_error = max(density_error, np.max(np.abs(dn_fd - dn)))
    assert abs(h * dn.sum()) < 1e-8
    de_fd = four_point(J, lambda r: r["e"][:NOCC])
    for i in range(NOCC):
        source = (dH - eo[i] * B[J]) @ occ[:, i]
        assert abs(occ[:, i] @ source - de_fd[i]) < 1e-6
        empty_states = c[:, NOCC:]
        by_sum = empty_states @ ((empty_states.T @ source) / (eo[i] - e[NOCC:]))
        assert np.max(np.abs(by_sum - phi[:, i])) < 1e-8
assert density_error < 1e-6
assert abs(C[0, 1] - C[1, 0]) < 1e-8
assert abs(ref["grad"].sum()) < 1e-6
assert np.max(np.abs(C.sum(axis=1))) < 1e-6
no_block = C - parts[3]
no_induced = C - parts[2]
assert abs(no_block[0, 0] - C_fd[0, 0]) > 1e-5
assert abs(no_induced[0, 0] - C_fd[0, 0]) > 1e-5

# ---------------- pair repulsion, bond force constant, vibration ----------------
pull = ref["grad"][1]
P = pull * rho * np.exp(bond / rho)
pair_k = P * np.exp(-bond / rho) / rho**2
C_total = C + pair_k * np.array([[1, -1], [-1, 1]])
k = -C_total[0, 1]
assert P > 0 and k > 0
E_tot = {m: runs[1, m]["E"] + P * np.exp(-(bond + m * step) / rho)
         for m in (-2, -1, 1, 2)}
E_tot[0] = ref["E"] + P * np.exp(-bond / rho)
k_energy = (16 * (E_tot[1] + E_tot[-1]) - E_tot[2] - E_tot[-2]
            - 30 * E_tot[0]) / (12 * step**2)
assert abs(k_energy - k) < 1e-5
slope = (8 * (E_tot[1] - E_tot[-1]) - E_tot[2] + E_tot[-2]) / (12 * step)
assert abs(slope) < 1e-6

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
to_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100
mass = masses_u * const.atomic_mass / const.m_e
omega2 = np.linalg.eigvalsh(C_total / np.sqrt(np.outer(mass, mass)))
mu = mass.prod() / mass.sum()
assert abs(omega2[1] / (k / mu) - 1) < 1e-5
assert abs(omega2[0]) < 1e-5 * omega2[1]

print(f"grid spacing {h} bohr, points {N}, half-width {x[-1]:.1f} bohr")
print(f"bond length {bond} bohr, pair decay length rho {rho} bohr")
print(f"well depths A, B: {depth[0]}, {depth[1]} hartree")
print(f"augmentation q A, B: {q[0]}, {q[1]} electron")
print(f"bare strengths D0 A, B: {D0[0]}, {D0[1]} hartree")
print(f"widths well, beta, Q: {well_width}, {beta_width}, {aug_width} bohr")
print(f"repulsion K: {rep_strength} hartree, width {rep_width} bohr")
print(f"screened D A, B: {D[0]:.6f}, {D[1]:.6f} hartree")
print(f"occupied levels: {eo[0]:.6f}, {eo[1]:.6f} hartree")
print(f"gap to first empty level: {gap:.6f} hartree")
print(f"electron number: {h * n.sum():.8f}")
aug_charge = 2 * q * (p**2).sum(axis=1)
print(f"augmentation charge A, B: {aug_charge[0]:.5f}, {aug_charge[1]:.5f}")
print(f"electronic energy: {ref['E']:.8f} hartree")
print(f"electronic dE/dR_A, analytic: {ref['grad'][0]:.8f} hartree/bohr")
print(f"electronic dE/dR_A, from energies: {grad_fd[0]:.8f} hartree/bohr")
print(f"electronic dE/dR_B, analytic: {pull:.8f} hartree/bohr")
print("Electronic force constants, hartree/bohr^2:      AA          AB")
labels = ("explicit", "empty-state response", "induced potential",
          "occupied block")
for name, part in zip(labels, parts):
    print(f"  {name:<40s}{part[0, 0]:12.7f}{part[0, 1]:12.7f}")
print(f"  {'sum, linear response':<40s}{C[0, 0]:12.7f}{C[0, 1]:12.7f}")
print(f"  {'four-point force difference':<40s}{C_fd[0, 0]:12.7f}{C_fd[0, 1]:12.7f}")
print(f"  {'without occupied block':<40s}{no_block[0, 0]:12.7f}{no_block[0, 1]:12.7f}")
print(f"  {'without induced potential':<40s}{no_induced[0, 0]:12.7f}"
      f"{no_induced[0, 1]:12.7f}")
print(f"C_BB, linear response: {C[1, 1]:.7f} hartree/bohr^2")
print(f"two-point C_AA, step {2 * step:.2f} bohr: {two[2]:.7f} hartree/bohr^2")
print(f"two-point C_AA, step {step:.2f} bohr: {two[1]:.7f} hartree/bohr^2")
print(f"ratio of two-point errors: {error_ratio:.3f}")
print(f"largest |C_response - C_difference|: {np.max(np.abs(C - C_fd)):.1e} "
      "hartree/bohr^2")
print(f"sum rule C_AA + C_AB: {C[0].sum():.1e} hartree/bohr^2")
print(f"sum rule without occupied block: {no_block[0].sum():.7f} hartree/bohr^2")
print(f"sum rule without induced part: {no_induced[0].sum():.7f} hartree/bohr^2")
print(f"largest density-response error: {density_error:.1e} bohr^-2")
print(f"pair amplitude P: {P:.4f} hartree")
print(f"pair force constant: {pair_k:.7f} hartree/bohr^2")
print(f"bond force constant k: {k:.7f} hartree/bohr^2")
print(f"k from total energies: {k_energy:.6f} hartree/bohr^2")
print(f"k converted: {k * hartree / bohr**2:.2f} N/m")
print(f"masses: {masses_u[0]}, {masses_u[1]} u; reduced {mu * const.m_e / const.atomic_mass:.4f} u")
print(f"stretching wavenumber: {np.sqrt(omega2[1]) * to_cm:.2f} cm^-1")
print("checks complete")
```

Running it gives:

```
grid spacing 0.2 bohr, points 121, half-width 12.0 bohr
bond length 2.5 bohr, pair decay length rho 0.3 bohr
well depths A, B: 3.0, 2.5 hartree
augmentation q A, B: 0.4, 0.3 electron
bare strengths D0 A, B: 0.3, 0.2 hartree
widths well, beta, Q: 1.0, 0.6, 0.5 bohr
repulsion K: 0.3 hartree, width 1.0 bohr
screened D A, B: -0.617747, -0.381505 hartree
occupied levels: -1.871210, -1.459693 hartree
gap to first empty level: 0.694099 hartree
electron number: 4.00000000
augmentation charge A, B: 0.52769, 0.38779
electronic energy: -7.76080237 hartree
electronic dE/dR_A, analytic: -1.42080007 hartree/bohr
electronic dE/dR_A, from energies: -1.42080007 hartree/bohr
electronic dE/dR_B, analytic: 1.42080007 hartree/bohr
Electronic force constants, hartree/bohr^2:      AA          AB
  explicit                                   0.6299563   0.6692542
  empty-state response                      -2.5819704   1.1540358
  induced potential                          0.1316667  -0.0437902
  occupied block                             0.3089627  -0.2681151
  sum, linear response                      -1.5113847   1.5113847
  four-point force difference               -1.5113846   1.5113846
  without occupied block                    -1.8203474   1.7794998
  without induced potential                 -1.6430513   1.5551748
C_BB, linear response: -1.5113847 hartree/bohr^2
two-point C_AA, step 0.02 bohr: -1.5111977 hartree/bohr^2
two-point C_AA, step 0.01 bohr: -1.5113379 hartree/bohr^2
ratio of two-point errors: 4.000
largest |C_response - C_difference|: 3.6e-09 hartree/bohr^2
sum rule C_AA + C_AB: -1.1e-12 hartree/bohr^2
sum rule without occupied block: -0.0408476 hartree/bohr^2
sum rule without induced part: -0.0878765 hartree/bohr^2
largest density-response error: 4.1e-08 bohr^-2
pair amplitude P: 1773.2702 hartree
pair force constant: 4.7360002 hartree/bohr^2
bond force constant k: 3.2246156 hartree/bohr^2
k from total energies: 3.224616 hartree/bohr^2
k converted: 5020.38 N/m
masses: 10.0, 20.0 u; reduced 6.6667 u
stretching wavenumber: 3575.11 cm^-1
checks complete
```
